# One phase inversion in the four-electron ring of sigma-bond metathesis: a numerical check

```python
# Result under test: a four-orbital, four-electron Hueckel ring has bonding
# energy 4*beta without a sign inversion and 4*sqrt(2)*beta with one.
# Orbital order: M (metal), R, H, R'.  Old bonds M-R and H-R' have coupling
# magnitude a; new bonds R-H and R'-M have magnitude b.  beta < 0, alpha = 0.
# sign = +1: no inversion ("plain"); sign = -1: one inversion ("inverted").
# Energies are in eV unless stated.  Model parameters are rough round inputs.
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const


def ring(a, b, sign):
    h = np.zeros((4, 4))
    for i, j, value in ((0, 1, -a), (1, 2, -b), (2, 3, -a), (3, 0, -sign*b)):
        h[i, j] = h[j, i] = value
    return h


def energy(h, overlap=None):
    return 2*np.sum(eigh(h, overlap, eigvals_only=True)[:2])


def gap(h):
    levels = np.linalg.eigvalsh(h)
    return levels[2] - levels[1]


def add_coupling(h, i, j, magnitude):
    result = h.copy()
    result[i, j] -= magnitude
    if i != j:
        result[j, i] -= magnitude
    return result


# Angular sign of metal-ligand overlap, by three-dimensional quadrature.
axis = np.linspace(-7, 7, 57)
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
volume = (axis[1] - axis[0])**3
metal_radial = np.exp(-0.6*(X**2 + Y**2 + Z**2))


def ligand_overlap(metal_angular, degrees):
    angle = np.radians(degrees)
    ligand = np.exp(-0.5*((X-2*np.cos(angle))**2
                          + (Y-2*np.sin(angle))**2 + Z**2))
    return np.sum(metal_angular*metal_radial*ligand)*volume


dxy_reference = ligand_overlap(X*Y, 45)
for angle in (-65, -40, 0, 25, 40):
    ratio = ligand_overlap(X*Y, angle)/dxy_reference
    assert abs(ratio - np.sin(np.radians(2*angle))) < 1e-8
dxy_plus = ligand_overlap(X*Y, 40)/dxy_reference
dxy_minus = ligand_overlap(X*Y, -40)/dxy_reference
dxy_center = ligand_overlap(X*Y, 0)/dxy_reference
even_reference = ligand_overlap(X**2-Y**2, 0)
even_plus = ligand_overlap(X**2-Y**2, 40)/even_reference
even_minus = ligand_overlap(X**2-Y**2, -40)/even_reference
assert dxy_plus*dxy_minus < 0 and even_plus*even_minus > 0

# Every placement of signs: only their product around the ring matters.
for signs in itertools.product((-1, 1), repeat=4):
    h = np.zeros((4, 4))
    for i, sign in enumerate(signs):
        j = (i + 1) % 4
        h[i, j] = h[j, i] = -sign
    expected = -4 if np.prod(signs) > 0 else -4*np.sqrt(2)
    assert abs(energy(h) - expected) < 1e-12

# General alternating couplings, including energies and frontier gaps.
for a, b in ((1, 0), (1, 0.3), (0.8, 0.8), (0.4, 1.7)):
    plain, inverted = ring(a, b, 1), ring(a, b, -1)
    root = np.sqrt(a*a + b*b)
    assert abs(energy(plain) + 4*max(a, b)) < 1e-12
    assert abs(energy(inverted) + 4*root) < 1e-12
    assert abs(gap(plain) - 2*abs(a-b)) < 1e-12
    assert abs(gap(inverted) - 2*root) < 1e-12

# Worked model and a continuous symmetric exchange path.
beta0 = 2.0
retained = 0.65
b = beta0*retained
reactant = ring(beta0, 0, 1)
plain, inverted = ring(b, b, 1), ring(b, b, -1)
barrier_plain = energy(plain) - energy(reactant)
barrier_inverted = energy(inverted) - energy(reactant)
assert abs(barrier_plain - 4*beta0*(1-retained)) < 1e-12
assert abs(barrier_inverted - 4*beta0*(1-np.sqrt(2)*retained)) < 1e-12
break_even = 1/np.sqrt(2)
assert abs(energy(ring(beta0*break_even, beta0*break_even, -1))
           - energy(reactant)) < 1e-12
power = np.log(retained)/np.log(0.5)
path = np.linspace(0, 1, 201)
for sign in (1, -1):
    values = [energy(ring(beta0*(1-p)**power, beta0*p**power, sign))
              for p in path]
    assert np.argmax(values) == 100

# Direct diagonal couplings.
for m in (0.2, 0.65, 1.5, 2.2):
    direct = energy(add_coupling(plain, 0, 2, m))
    assert abs(direct + m + np.sqrt(m*m + 16*b*b)) < 1e-12
    assert (energy(inverted) < direct) == (m < np.sqrt(2)*b)
for r in (0.1, 0.3, 1.0):
    direct = energy(add_coupling(inverted, 1, 3, r))
    assert abs(direct + 4*np.sqrt(2*b*b + r*r/4)) < 1e-12

effects = []


def record(label, inverted_value, plain_value):
    assert inverted_value < plain_value
    effects.append((label, inverted_value, plain_value))


# Unequal metal and hydrogen bonds, with the same mean coupling.
metal0, hydrogen0 = 1.6, 2.4
scale = np.ones((4, 4))
scale[0, :] = scale[:, 0] = metal0/beta0
scale[2, :] = scale[:, 2] = hydrogen0/beta0
unequal_reactant = energy(reactant*scale)
unequal_inverted = energy(inverted*scale)
unequal_plain = energy(plain*scale)
p, q = retained*metal0, retained*hydrogen0
assert abs(unequal_inverted + 2*np.sqrt(2)*(p+q)) < 1e-12
assert abs(unequal_plain + 2*np.sqrt(2)*np.hypot(p, q)) < 1e-12
record("unequal bonds", unequal_inverted-unequal_reactant,
       unequal_plain-unequal_reactant)

# Electropositive metal: its site energy is raised in reactant and ring.
metal_shift = 2.0
shifted = [energy(add_coupling(h, 0, 0, -metal_shift))
           for h in (reactant, inverted, plain)]
record("metal site shift", shifted[1]-shifted[0], shifted[2]-shifted[0])

# Nonorthogonal orbitals: overlap follows the signed coupling.
overlap0 = 0.30
with_overlap = [energy(h, np.eye(4)-overlap0*h/beta0)
                for h in (reactant, inverted, plain)]
ring_overlap = overlap0*retained
assert abs(with_overlap[1]
           + 4*np.sqrt(2)*b/(1+np.sqrt(2)*ring_overlap)) < 1e-12
record("orbital overlap", with_overlap[1]-with_overlap[0],
       with_overlap[2]-with_overlap[0])

# M-H coupling is forbidden by symmetry for the odd orbital; R-R' is not.
mh_coupling, rr_coupling = 0.65, 0.30
record("M-H coupling", barrier_inverted,
       energy(add_coupling(plain, 0, 2, mh_coupling))-energy(reactant))
record("R-R' coupling",
       energy(add_coupling(inverted, 1, 3, rr_coupling))-energy(reactant),
       energy(add_coupling(plain, 1, 3, rr_coupling))-energy(reactant))

# Full four-electron Hubbard diagonalization in the zero-spin-projection space.
pairs = list(itertools.combinations(range(4), 2))
antisymmetric = np.zeros((16, 6))
occupation = np.zeros((6, 4))
for k, (i, j) in enumerate(pairs):
    antisymmetric[4*i+j, k] = 1/np.sqrt(2)
    antisymmetric[4*j+i, k] = -1/np.sqrt(2)
    occupation[k, [i, j]] = 1


def hubbard_energy(h, repulsion):
    two_body_space = np.kron(h, np.eye(4)) + np.kron(np.eye(4), h)
    kinetic = antisymmetric.T @ two_body_space @ antisymmetric
    double = (occupation @ occupation.T).ravel()
    full = (np.kron(kinetic, np.eye(6)) + np.kron(np.eye(6), kinetic)
            + repulsion*np.diag(double))
    return np.linalg.eigvalsh(full)[0]


for h in (reactant, inverted, plain):
    assert abs(hubbard_energy(h, 0)-energy(h)) < 1e-10
repulsion = 4.0
correlated = [hubbard_energy(h, repulsion) for h in (reactant, inverted, plain)]
two_bonds = 2*(repulsion/2-np.sqrt(repulsion**2/4+4*beta0**2))
assert abs(correlated[0]-two_bonds) < 1e-10
record("electron repulsion", correlated[1]-correlated[0],
       correlated[2]-correlated[0])

# A second, even metal orbital is available in both reactant and ring.
even_orbital_energy = 4.0
five_reactant, five_ring = np.zeros((5, 5)), np.zeros((5, 5))
five_reactant[:4, :4], five_ring[:4, :4] = reactant, inverted
five_reactant[4, 4] = five_ring[4, 4] = even_orbital_energy
five_reactant[1, 4] = five_reactant[4, 1] = -beta0
for site, coupling in ((1, b), (2, mh_coupling), (3, b)):
    five_ring[site, 4] = five_ring[4, site] = -coupling
barrier_five = energy(five_ring)-energy(five_reactant)

# Temperature, tunnelling and translational free energy of captured methane.
temperature, pressure_torr = 500.0, 1.0
imaginary_wavenumber = 1200.0
methane_mass_u = 16.0
kT_joule = const.k*temperature
kT = kT_joule/const.e
quantum = const.h*const.c*100*imaginary_wavenumber
wigner = 1 + (quantum/kT_joule)**2/24
tunnelling_shift = kT*np.log(wigner)
wavelength = const.h/np.sqrt(2*np.pi*methane_mass_u*const.atomic_mass*kT_joule)
density = pressure_torr*const.torr/kT_joule
translation_cost = -kT*np.log(density*wavelength**3)
to_kj = const.e*const.N_A/1000

print(f"d_xy relative overlap at +40 deg: {dxy_plus:.4f}")
print(f"d_xy relative overlap at -40 deg: {dxy_minus:.4f}")
print(f"d_xy relative overlap at H: {abs(dxy_center):.4f}")
print(f"d_x2-y2 relative overlap at +40 deg: {even_plus:.4f}")
print(f"d_x2-y2 relative overlap at -40 deg: {even_minus:.4f}")
unit_plain, unit_inverted = ring(1, 1, 1), ring(1, 1, -1)
print("plain levels (units of beta):",
      " ".join(f"{-v+0:.4f}" for v in np.round(np.linalg.eigvalsh(unit_plain), 10)))
print("inverted levels (units of beta):",
      " ".join(f"{-v:.4f}" for v in np.linalg.eigvalsh(unit_inverted)))
print(f"plain bonding energy: {-energy(unit_plain):.4f} beta")
print(f"inverted bonding energy: {-energy(unit_inverted):.4f} beta")
print(f"extra stabilization: {energy(unit_plain)-energy(unit_inverted):.4f} |beta|")
print(f"reactant |beta0|: {beta0:.2f} eV")
print(f"retained fraction x: {retained:.2f}")
print(f"break-even fraction: {break_even:.4f}")
print(f"ring |beta|: {b:.2f} eV")
print(f"reactant bonding energy: {energy(reactant):.3f} eV")
print(f"plain ring bonding energy: {energy(plain):.3f} eV")
print(f"inverted ring bonding energy: {energy(inverted):.3f} eV")
print(f"plain frontier gap: {abs(gap(plain)):.3f} eV")
print(f"inverted frontier gap: {gap(inverted):.3f} eV")
print(f"plain barrier: {barrier_plain:.3f} eV = {barrier_plain*to_kj:.1f} kJ/mol")
print(f"inverted barrier: {barrier_inverted:.3f} eV = {barrier_inverted*to_kj:.1f} kJ/mol")
print(f"M-H coupling where order reverses: {np.sqrt(2)*b:.3f} eV")
print(f"unequal reactant couplings, M and H: {metal0:.2f}, {hydrogen0:.2f} eV")
print(f"metal site shift: {metal_shift:.2f} eV")
print(f"reactant and ring overlaps: {overlap0:.3f}, {ring_overlap:.3f}")
print(f"M-H and R-R' test couplings: {mh_coupling:.2f}, {rr_coupling:.2f} eV")
print(f"on-site repulsion: {repulsion:.2f} eV")
print("Barriers with one effect added: inverted, plain (eV)")
for label, inverted_value, plain_value in effects:
    print(f"  {label}: {inverted_value:.3f}, {plain_value:.3f}")
print(f"second metal orbital energy: {even_orbital_energy:.2f} eV")
print(f"inverted barrier with second metal orbital: {barrier_five:.3f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"assumed imaginary wavenumber: {imaginary_wavenumber:.0f} cm^-1")
print(f"Wigner tunnelling factor: {wigner:.2f}")
print(f"equivalent barrier reduction: {tunnelling_shift:.3f} eV")
print(f"methane pressure: {pressure_torr:.1f} Torr")
print(f"methane mass used: {methane_mass_u:.1f} u")
print(f"translational free-energy cost: {translation_cost:.3f} eV")
print("every check passed")
```

Printed output:

```
d_xy relative overlap at +40 deg: 0.9848
d_xy relative overlap at -40 deg: -0.9848
d_xy relative overlap at H: 0.0000
d_x2-y2 relative overlap at +40 deg: 0.1736
d_x2-y2 relative overlap at -40 deg: 0.1736
plain levels (units of beta): 2.0000 0.0000 0.0000 -2.0000
inverted levels (units of beta): 1.4142 1.4142 -1.4142 -1.4142
plain bonding energy: 4.0000 beta
inverted bonding energy: 5.6569 beta
extra stabilization: 1.6569 |beta|
reactant |beta0|: 2.00 eV
retained fraction x: 0.65
break-even fraction: 0.7071
ring |beta|: 1.30 eV
reactant bonding energy: -8.000 eV
plain ring bonding energy: -5.200 eV
inverted ring bonding energy: -7.354 eV
plain frontier gap: 0.000 eV
inverted frontier gap: 3.677 eV
plain barrier: 2.800 eV = 270.2 kJ/mol
inverted barrier: 0.646 eV = 62.3 kJ/mol
M-H coupling where order reverses: 1.838 eV
unequal reactant couplings, M and H: 1.60, 2.40 eV
metal site shift: 2.00 eV
reactant and ring overlaps: 0.300, 0.195
M-H and R-R' test couplings: 0.65, 0.30 eV
on-site repulsion: 4.00 eV
Barriers with one effect added: inverted, plain (eV)
  unequal bonds: 0.646, 2.697
  metal site shift: 0.609, 1.921
  orbital overlap: 0.390, 2.413
  M-H coupling: 0.646, 2.110
  R-R' coupling: 0.622, 2.491
  electron repulsion: 0.768, 1.828
second metal orbital energy: 4.00 eV
inverted barrier with second metal orbital: 0.323 eV
temperature: 500 K
thermal energy kT: 0.0431 eV
assumed imaginary wavenumber: 1200 cm^-1
Wigner tunnelling factor: 1.50
equivalent barrier reduction: 0.017 eV
methane pressure: 1.0 Torr
methane mass used: 16.0 u
translational free-energy cost: 0.977 eV
every check passed
```
